# Flicker-noise corner of a nanoscale copper wire

## Question

A copper wire has a 20 nm × 20 nm cross-section, a length of 1 µm and a resistance of 125 ohm. It is held at 300 K and carries a steady current that drops 10 mV across it. If its flicker noise follows Hooge's law with parameter 0.002, at what frequency does the flicker noise equal the thermal noise? How does this corner frequency scale with bias and dimensions, and how far can the estimate be trusted?

## Answer

The corner lies near 3 kHz. It grows as the square of the voltage. At fixed voltage, resistivity, temperature and Hooge parameter it falls as the inverse square of the length and does not depend on the cross-section. The main uncertainty is the Hooge parameter, which is an empirical input.

### Flicker noise and the number of electrons

All spectra here are one-sided: the mean square of a fluctuation is the integral of its spectrum \(S(f)\) over positive frequencies. Hooge's law for the resistance \(R\) of a uniform sample is

\[
\frac{S_R(f)}{R^2}=\frac{\alpha}{N f},
\]

where \(N\) is the number of conduction electrons and \(\alpha\) the Hooge parameter. The law is a rule for ordering data, not a consequence of the theory of metals. At fixed electron density, however, its inverse dependence on the sample volume follows if different parts of the wire fluctuate independently.

Divide the wire into \(M\) blocks with resistances \(r_k\), carrying currents \(i_k\), while the total current \(I\) is fixed. The dissipated power is \(I^2R=\sum_k i_k^2r_k\). A small change of the resistances gives

\[
I^2\,\delta R=\sum_k i_k^2\,\delta r_k+2\sum_k (i_kr_k)\,\delta i_k .
\]

The last sum vanishes. Each \(i_kr_k\) is a difference of node potentials, and the changes \(\delta i_k\) add to zero at every node, because the injected current is fixed. Collecting the terms by node therefore multiplies each potential by zero. Dividing by \(I^2R\) leaves

\[
\frac{\delta R}{R}=\sum_k p_k\frac{\delta r_k}{r_k},\qquad p_k=\frac{i_k^2r_k}{I^2R},
\]

where \(p_k\) is the fraction of the power dissipated in block \(k\). If each block holds \(N_b\) electrons and obeys Hooge's law independently, the variances add:

\[
\frac{S_R}{R^2}=\frac{\alpha}{N_b f}\sum_k p_k^2 .
\]

For uniform current \(p_k=1/M\), so the sum is \(1/M\) and the result is \(\alpha/(MN_bf)=\alpha/(Nf)\).

If the power is shared unevenly among blocks with equal \(N_b\), the noise is larger, since \(1=(\sum p_k)^2\le M\sum p_k^2\). As an example, take ten sections in series, each of four equal parallel blocks, and remove three blocks from one section. The resistance is \(9/4+1=13/4\) in units of one block. Each of the 36 ordinary blocks takes \(1/52\) of the power, and the notch takes \(4/13\). With 37 blocks left, \(37\sum p_k^2=4.0\). At fixed \(V\), \(R\) and total \(N\), this notch would raise the corner fourfold.

At constant current the voltage fluctuates by \(I\,\delta R\). With \(V=IR\), the flicker spectrum is

\[
S_{\rm fl}(f)=I^2S_R=\frac{\alpha V^2}{Nf}.
\]

### Thermal noise

Connect a capacitor \(C\) across the unbiased wire. Its energy is \(CV^2/2\), so the Boltzmann distribution gives \(\langle V^2\rangle=k_BT/C\). A voltage fluctuation decays on average according to \(C\,dV/dt=-V/R\), so the correlation function is \((k_BT/C)e^{-t/RC}\) for \(t>0\). The one-sided spectrum is four times its cosine transform:

\[
S(f)=\frac{4k_BT}{C}\int_0^\infty e^{-t/RC}\cos(\omega t)\,dt
=\frac{4k_BTR}{1+(\omega RC)^2},\qquad \omega=2\pi f .
\]

Well below the cut-off \(\omega=1/RC\) this is \(S_{\rm th}=4k_BTR\). The classical treatment requires \(hf\ll k_BT\); at the corner found below, \(hf/k_BT\) is about \(5\times10^{-10}\).

### The corner

Setting \(\alpha V^2/(Nf_c)=4k_BTR\) and solving for \(f_c\) gives

\[
\boxed{f_c=\frac{\alpha V^2}{4k_BTRN}}
\]

Copper is face-centred cubic, with four atoms per cubic cell and, in the free-electron count, one conduction electron per atom. The calculation sets the cell edge to \(a=0.3615\) nm, which gives \(n=4/a^3=8.467\times10^{22}\ \mathrm{cm^{-3}}\). The last digits of this input do not matter here: rounding it to 0.36 nm would change \(n\) by only about 1 %. The wire volume is \(4.0\times10^5\ \mathrm{nm^3}\), or \(4.0\times10^{-16}\ \mathrm{cm^3}\), so \(N=3.387\times10^7\). Then

\[
fS_{\rm fl}=\frac{0.002\,(0.010\ \mathrm V)^2}{3.387\times10^7}=5.905\times10^{-15}\ \mathrm{V^2},
\]

\[
S_{\rm th}=2.071\times10^{-18}\ \mathrm{V^2/Hz},\qquad
f_c=\frac{5.905\times10^{-15}}{2.071\times10^{-18}}\ \mathrm{Hz}\approx2.9\ \mathrm{kHz}.
\]

The thermal noise amplitude is 1.44 nV/√Hz. At the corner the two independent spectra add to twice the thermal value, which gives 2.04 nV/√Hz. Well below \(f_c\) the spectrum falls as \(1/f\); well above it the spectrum is flat.

A noiseless load \(R_L\) in series with the wire does not move the corner, provided the source voltage is raised to keep the same voltage across the wire. For a source voltage \(V_s\), the wire voltage is \(V_sR/(R+R_L)\), and its derivative with respect to \(R\) is \(IR_L/(R+R_L)\). A thermal voltage source inside the wire is divided by the same factor \(R_L/(R+R_L)\). Thermal noise from the load or white noise from an amplifier, by contrast, raises the flat floor and lowers the observed corner.

### Scaling

Let \(A\) be the cross-section, \(L\) the length and \(\rho\) the resistivity. With \(R=\rho L/A\) and \(N=nAL\), the area cancels in \(RN=\rho nL^2\). With the field \(E=V/L=\rho j\),

\[
f_c=\frac{\alpha E^2}{4k_BT\rho n}=\frac{\alpha\rho j^2}{4k_BTn}.
\]

At fixed current density \(j\), neither length nor cross-section appears explicitly. At fixed current, \(j=I/A\) and the corner grows as \(1/A^2\). These statements hold \(\alpha\), \(\rho\) and \(T\) fixed. If narrowing the wire raises \(\rho\), the corner rises at fixed \(j\) but falls at fixed \(E\).

The Joule power is \(P=V^2/R\), so the result can also be written

\[
f_c=\frac{\alpha}{4}\,\frac{P/N}{k_BT}.
\]

The corner thus compares the energy dissipated per electron per second with the thermal energy. Here \(P=0.80\) µW, or \(1.474\times10^5\) eV/s per electron, and \(k_BT=25.85\) meV. Their ratio, multiplied by 0.0005, again gives 2.9 kHz. As the bias goes to zero the corner goes to zero, and only thermal noise remains.

### Does the current disturb the thermal noise?

Suppose the wire ends stay at \(T_0=300\) K and heat leaves through the ends alone. Take the thermal conductivity from the Wiedemann–Franz law, \(\kappa=\mathcal L T/\rho\), with \(\mathcal L=(\pi^2/3)(k_B/e)^2\) and uniform \(\rho\). Multiplying the heat balance \((\kappa T')'=-\rho j^2\) by \(\rho\) gives

\[
\frac{\mathcal L}{2}\frac{d^2T^2}{dx^2}=-E^2,\qquad
T^2=T_0^2+\frac{E^2}{\mathcal L}x(L-x).
\]

At the midpoint \(T_{\max}^2=T_0^2+V^2/(4\mathcal L)\), a rise of 1.7 K. The mean rise is 1.1 K, which increases the thermal noise by about 0.4 %. Heat loss through the sides would reduce this, while warm contacts would add to it.

In the opposite limit, electrons scatter elastically and exchange no energy inside the wire. At fractional position \(u\) their occupation is \(F=(1-u)a+ub\), where \(a\) and \(b\) are the Fermi functions of the two ends, displaced by \(eV\). The kinetic theory of a diffusive conductor replaces \(k_BT\) in the noise by the average over \(u\) of \(\int F(1-F)\,d\varepsilon\). Expanding the product and averaging gives

\[
\frac{2k_BT}{3}+\frac16\int[a(1-b)+b(1-a)]\,d\varepsilon .
\]

The two terms in the bracket have the ratio \(b(1-a)/[a(1-b)]=e^{eV/k_BT}\), and their difference \(b-a\) integrates to \(eV\). Their sum therefore integrates to \(eV\coth(eV/2k_BT)\). Relative to equilibrium, the noise is multiplied by

\[
\frac23+\frac13x\coth x,\qquad x=\frac{eV}{2k_BT}.
\]

For \(x=10/(2\times25.85)=0.193\) the excess is 0.41 %. This limit is a reference case for much shorter wires, not a description of this one. With the phonon scattering assumed in the next section, an electron that diffuses from one end to the other takes a mean time \(L^2/6D\) and has about a thousand phonon collisions on the way. If these collisions exchange energy, the electrons reach a local temperature and the heating estimate is the relevant one. With heat leaving through the ends alone it gives almost the same excess, 0.38 %; the excess nearly vanishes only if the surroundings hold the lattice at 300 K. Even the elastic limit would shift the noise negligibly.

### Is quantum interference important?

The resistivity is \(\rho=RA/L=5.0\) µohm cm. The Drude time \(\tau=m/(ne^2\rho)\) and the free-electron Fermi velocity give a mean free path \(\ell=v_F\tau=13.2\) nm. For the coherence length, assume that one phonon collision destroys phase memory, and take a rough phonon resistivity \(\rho_{\rm ph}=1.7\) µohm cm. With diffusion constant \(D=v_F^2\tau/3\) and \(\tau_{\rm ph}=m/(ne^2\rho_{\rm ph})\),

\[
L_\varphi=\sqrt{D\tau_{\rm ph}}=\ell\sqrt{\frac{\rho}{3\rho_{\rm ph}}}\approx13\ \mathrm{nm}.
\]

Since \(L_\varphi\approx\ell\), there is little room for coherent diffusion, and what follows is only a rough size.

The conductance of a coherent disordered sample varies by an amount of order \(e^2/h\) when its scatterers are rearranged. To illustrate this, transmission was computed with recursive Green functions through square lattices 16 sites wide and 32 long, with 500 random samples at each of two disorder strengths. The mean conductance per spin changed from 6.26 to 3.48 \(e^2/h\), while the spread was 0.38 and 0.40 \(e^2/h\).

Take twice the latter spread, for two spins, as the fluctuation of one copper cube of side \(L_\varphi\). Ohm's law assigns the cube a conductance \(L_\varphi/\rho=0.261\) S. This is above the ballistic limit of about 0.19 S for a separate cube of that cross-section, because its side is no longer than the mean free path. The ohmic value is used here only as the cube's share of the wire's resistance. The wire holds about 180 such cubes. Squaring the relative fluctuation of one cube and dividing by 180 gives a relative variance near \(8\times10^{-11}\). Hooge noise integrated over twelve decades of frequency gives \((\alpha/N)\ln10^{12}=1.6\times10^{-9}\). If the interference noise has the same spectral shape over the same decades, this estimate puts its share at about 5 %. The flat strip understates the fluctuation of a cube: cubic lattices 8 to 10 sites on a side give spreads of 0.54 to 0.76 \(e^2/h\), largest when the side is close to the mean free path, which raises the share to between 9 and 17 %. Ohmic scaling is also unreliable when the cube side is close to the mean free path. The true share could also be much smaller, because the estimate lets all scatterers rearrange, while only a few may move during a measurement. The estimate therefore does not settle whether interference is negligible. Concentrated in fewer decades, it would matter more there. A measured \(\alpha\) already includes it.

### Comparison with real interconnects

The bias is far from typical operation. The current is 80 µA and the current density 20 MA/cm², ten times a rough operating limit of 2 MA/cm² set by electromigration. The stated case is therefore a stress condition or a brief test. At the lower density, with \(R\) fixed, the voltage is 1.0 mV and the corner falls a hundredfold, to about 29 Hz.

The assumption most open to doubt is a universal \(\alpha\). Flicker noise in metals depends on mobile defects and grain boundaries, and hence on how the film was made. A tenfold change of \(\alpha\) either way moves the 10 mV corner to about 0.29 or 29 kHz. The exponent of the spectrum, taken as exactly 1 here, also matters: with the same noise at 1 Hz, a spectrum falling as \(f^{-0.9}\) or \(f^{-1.1}\) would put the corner near 6.9 or 1.4 kHz. The meaning of \(\alpha\) matters too. If it describes the phonon resistivity alone and the rest is steady, then \(\delta\rho/\rho=(\rho_{\rm ph}/\rho)(\delta\rho_{\rm ph}/\rho_{\rm ph})\). The corner is then multiplied by \((1.7/5.0)^2\), which gives about 330 Hz.

A liner has a smaller effect. One of 2 nm thickness on both sides and the bottom leaves 16 nm × 18 nm of copper. At fixed \(V\) and \(R\), with a liner that carries no current, the smaller \(N\) raises the corner by a factor 1.39, to about 4.0 kHz. The figure of 3 kHz is thus an order-of-magnitude estimate for a real wire, even though the arithmetic for the stated inputs is sharper.
